# The bound-electron propagator in the Furry picture, part 2

We study the electron propagator in a static potential energy $V=eA^0(\mathbf x)$, $e<0$. In the Furry picture $V$ is kept to all orders and only the quantized radiation field is a perturbation. Units are $\hbar=c=m=1$, the metric is $(+,-,-,-)$, $\bar\psi=\psi^\dagger\gamma^0$, $\beta=\gamma^0$, $\boldsymbol\alpha=\gamma^0\boldsymbol\gamma$. The one-particle Hamiltonian $h=\boldsymbol\alpha\cdot\mathbf p+\beta+V$, $\mathbf p=-i\nabla$, has complete orthonormal eigenfunctions $\varphi_n$ with energies $\varepsilon_n$, and

$$\psi(\mathbf x,t)=\sum_n c_n\,\varphi_n(\mathbf x)\,e^{-i\varepsilon_n t}.\tag{5}$$

For $\mu$ in a gap, $\sum_\pm$ runs over $\varepsilon_n\gtrless\mu$. In $|0\rangle$ levels below $\mu$ are filled, the others empty; $a_n=c_n$ above $\mu$, $b_n=c_n^\dagger$ below. $N$ is the electron number.

$$H=\sum\nolimits_+\varepsilon_n a_n^\dagger a_n-\sum\nolimits_-\varepsilon_n b_n^\dagger b_n+E_0,\qquad E_0=\sum\nolimits_-\varepsilon_n ,\tag{8}$$

$$G(\mathbf x,\mathbf x';t-t')=-i\langle0|T\,\psi(x)\psi^\dagger(x')|0\rangle,\qquad S=-i\langle0|T\,\psi(x)\bar\psi(x')|0\rangle=G\gamma^0,\tag{10}$$

$$G(t)=-i\theta(t)\sum\nolimits_+\varphi_n\varphi_n^\dagger e^{-i\varepsilon_n t}+i\theta(-t)\sum\nolimits_-\varphi_n\varphi_n^\dagger e^{-i\varepsilon_n t}.\tag{11}$$

$$(i\partial_t-h)\,G=\delta(t)\,\delta^3(\mathbf x-\mathbf x'),\qquad (i\gamma^\mu\partial_\mu-1-\gamma^0V)\,S=\delta^4(x-x').\tag{12}$$

With $P_\pm=\sum_\pm\varphi_n\varphi_n^\dagger$, $P_++P_-=1$ and $G(0^\pm)=\mp iP_\pm$.

The contour $C(\mu)$ runs from $-\infty-iy$ to $\mu-iy$, up through $\mu$ to $\mu+iy$, and on to $+\infty+iy$, $y>0$. For $I_n(t)=\int_{C(\mu)}\frac{dE}{2\pi}\frac{e^{-iEt}}{E-\varepsilon_n}$, $t\neq0$, residues give

$$I_n(t)=\begin{cases}-i\theta(t)\,e^{-i\varepsilon_nt},&\varepsilon_n>\mu,\\ +i\theta(-t)\,e^{-i\varepsilon_nt},&\varepsilon_n<\mu.\end{cases}\tag{14}$$

$$S(x,x')=\int_{C(\mu)}\frac{dE}{2\pi}\,e^{-iE(t-t')}\sum_n\frac{\varphi_n(\mathbf x)\,\bar\varphi_n(\mathbf x')}{E-\varepsilon_n}=\int_{C(\mu)}\frac{dE}{2\pi}\,e^{-iE(t-t')}\,\langle\mathbf x|(E-h)^{-1}|\mathbf x'\rangle\,\gamma^0 .\tag{15}$$

For $\mu=0$ one may instead shift the poles, $\eta>0$:

$$\int_{-\infty}^{\infty}\frac{dE}{2\pi}\frac{e^{-iEt}}{E-\varepsilon_n(1-i\eta)}=\mp i\,\theta(\pm t)\,e^{-i\varepsilon_n t(1-i\eta)}\quad\text{for }\varepsilon_n\gtrless0 ,\tag{16}$$

If only $\varepsilon_v$ lies between $\mu$ and $\mu'>\mu$,

$$G_{\mu'}(t)-G_\mu(t)=+i\,\varphi_v\varphi_v^\dagger\,e^{-i\varepsilon_vt}.\tag{17}$$

A contour above all poles gives the retarded $G_R$:

$$G_R(t)-G(t)=-i\sum\nolimits_-\varphi_n\varphi_n^\dagger e^{-i\varepsilon_nt}\quad\text{for all }t .\tag{18}$$

The vacuum with empty bound levels requires $-1<\mu<\varepsilon_{\rm lowest}$. For $V=0$ the propagator has denominator $E^2-\mathbf p^2-1+i0$; its poles were checked at $\mathbf p=(0.3,-0.4,1.2)$ with $0.001\,i$ for $i0$.

### Rotation to the imaginary direction

The quadrants $\operatorname{Re}(E-\mu)\cdot\operatorname{Im}E>0$ contain no poles, which invites a counterclockwise rotation of $C(\mu)$ to the line $E=\mu+i\omega$. For real $t\neq0$ this is not allowed, because $|e^{-iEt}|=e^{\omega t}$ grows at one end. Setting $t=-i\tau$ on $C(\mu)$ itself does not help, since $e^{-E\tau}$ then grows at one end of $C(\mu)$. Contour and time have to be turned together. Put $E=\mu+se^{i\vartheta}$ with real $s$ and $t=\tau e^{-i\vartheta}$ with real $\tau$, $0<\vartheta\le\pi/2$. Then $(E-\mu)t=s\tau$ stays real, the pole in $s$ lies at $(\varepsilon_n-\mu)e^{-i\vartheta}$, below the real $s$ axis for $\varepsilon_n>\mu$ and above it for $\varepsilon_n<\mu$, and the residue argument gives (14) with $\theta(\pm\tau)$ and the complex $t$ in the exponent for every such $\vartheta$. At $\vartheta=\pi/2$ the contour is the vertical line and the time is imaginary, $t=-i\tau$. With $x_n=\varepsilon_n-\mu$ and $dE=i\,d\omega$ the integral becomes $e^{-\mu\tau}\int\frac{d\omega}{2\pi}e^{-i\omega\tau}/(\omega+ix_n)$, whose pole at $\omega=-ix_n$ gives $-ie^{-\varepsilon_n\tau}$ for $\tau>0$, $x_n>0$, the continuation of (14). At equal times, pair $\omega$ with $-\omega$:

$$\frac{i}{2\pi}\int_0^\infty\! d\omega\left[\frac1{i\omega-x_n}+\frac1{-i\omega-x_n}\right]=\frac{i}{2\pi}\int_0^\infty\! d\omega\,\frac{-2x_n}{\omega^2+x_n^2}=-\frac i2\operatorname{sign}x_n ,\tag{20}$$

using $\int_0^\infty d\omega\,x/(\omega^2+x^2)=\frac\pi2\operatorname{sign}x$. Summed over $n$, the symmetric integral along the vertical line equals $-\frac i2(P_+-P_-)=\frac12[G(0^+)+G(0^-)]\equiv G_{\rm sym}$. The symmetrized number density follows from $\langle\psi^\dagger\psi\rangle=\operatorname{tr}P_-$ and $\langle\psi\psi^\dagger\rangle=\operatorname{tr}P_+$ at coincident points:

$$\tfrac12\langle0|[\psi_a^\dagger(\mathbf x),\psi_a(\mathbf x)]|0\rangle=\tfrac12\operatorname{tr}(P_--P_+)(\mathbf x,\mathbf x)=-i\operatorname{tr}G_{\rm sym}(\mathbf x,\mathbf x).\tag{21}$$

Multiplied by $e$ this is the charge density of the state $|0\rangle$. If all bound levels are empty it is the vacuum-polarization charge density, and each bound state below $\mu$ adds $e\,\varphi_n^\dagger\varphi_n$. In $3+1$ dimensions it diverges and needs regularization and charge renormalization, while in a finite model it is a plain number.

### Example 1: a Dirac ring with an exact Fock space

Take four sites $j=0,\dots,3$ on a ring, each with an upper and a lower component, and

$$h=\begin{pmatrix}1+V&B\\ B^\dagger&-1+V\end{pmatrix},\qquad B_{jk}=-i(\delta_{k,j+1}-\delta_{jk}),\qquad V_{jk}=-V_0\,\delta_{j0}\delta_{k0}.\tag{22}$$

For $V_0=0$, $B$ acts on $e^{iqj}$ as $-i(e^{iq}-1)$, so $\varepsilon=\pm\sqrt{1+4\sin^2(q/2)}$ with $q=0,\pm\pi/2,\pi$, that is $\pm1$, $\pm1.7321$ twice and $\pm2.2361$. Eight modes give a Fock space of $2^8=256$ states, in which $H$ can be diagonalized and (10) evaluated from its definition without the $\varphi_n$. The numerical check compares that with (11) and with direct quadrature of the inverted matrix $(E-h)^{-1}$ along $C(\mu)$, for $y=0.5$, $t=\pm1.5$ and five combinations of depth and $\mu$. The largest absolute deviation of any matrix element is $1.5\times10^{-14}$. It also tests (5), (8), (12), (16) at $\eta=0.3$, (17), the retarded contour, (20) and (21).

For $V_0=1$ the levels are $-2.7989$, $-2.0000$, $-1.7968$, $-1.1569$, $0.5545$, $1.3740$, $1.6972$, $2.1269$. The four negative ones add up to $-7.7526$, the Fock ground-state energy, and that state holds four electrons. For the upper component on site 0, $G_{00}(1.5)=-0.55726-0.30301\,i$ and $G_{00}(-1.5)=-0.07581-0.14608\,i$. The retarded contour gives $0$ at $t=-1.5$ and $-0.63308-0.15694\,i$ at $t=1.5$. The difference at $t=1.5$ is $-0.07581+0.14608\,i$, the complex conjugate of $G_{00}(-1.5)$, as (18) and (11) require for a diagonal element. Moving the crossing to $\mu=0.8$ gives $-0.12248+0.09326\,i$, a change of $0.43478+0.39627\,i$. Equation (17) predicts $|\varphi_v(0)|^2(\sin\varepsilon_vt+i\cos\varepsilon_vt)$ with $|\varphi_v(0)|^2=0.58828$ and $\varepsilon_vt=0.5545\times1.5=0.8318$, which is $0.58828\,(0.7391+0.6736\,i)=0.4348+0.3963\,i$.

For $V_0=3$ the fifth level has fallen to $-0.5586$, the fourth lies at $-1.3605$, and the ground state of $H$ holds five electrons. The contour with $\mu=0$ reproduces that state, $G_{00}(1.5)=-0.01230+0.00798\,i$. The four-electron state connected to $V_0=0$ needs a crossing between $-1.3605$ and $-0.5586$, and $\mu=-0.8$ gives $0.22833-0.20861\,i$. The difference $-0.24064+0.21658\,i$ agrees with $0.32375\,(\sin+i\cos)(-0.8379)=0.32375\,(-0.7432+0.6690\,i)=-0.2406+0.2166\,i$.

The density (21) per site at $V_0=1$ is $+0.1115$, $-0.0709$, $-0.0089$, $-0.0316$. Its sum is $\frac12(4-4)=0$. At $V_0=0$ it vanishes on every site, since $P_+-P_-=h/|\varepsilon|$ for each $q$ has diagonal entries $\pm1/|\varepsilon|$ that cancel between the components. Sites 1 and 3 differ because the model has no reflection symmetry about the well: upper component $j$ couples to lower components $j$ and $j+1$, so the components alternate round the ring, and the reflection that maps the well to itself exchanges components with opposite mass terms.

### Example 2: the helium nucleus

Take $V=-g/r$, $g=Z\alpha$, $Z=2$, for a point nucleus of infinite mass, with $\alpha=0.007297352564$ and $g=0.0145947051$. In the channel $\kappa=-1$ ($s_{1/2}$) write $\varphi=r^{-1}(P\,\Omega_-,\,iQ\,\Omega_+)$, with $\Omega_-=\chi/\sqrt{4\pi}$ for a constant two-spinor $\chi$, $\Omega_+=-\sigma_r\Omega_-$, $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$ and $\sigma_r^2=1$. The product rule for Pauli matrices gives $\sigma_r\,\boldsymbol\sigma\cdot\mathbf p=-i\partial_r+i\boldsymbol\sigma\cdot\mathbf L/r$, hence $\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)$. On $\Omega_-$, $\boldsymbol\sigma\cdot\mathbf L=0$. The spinor $\Omega_+$ has $l=1$ and $j=\frac12$, since $\sigma_r$ is a rotational scalar, so $\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\frac34=-2$. With $\partial_r(P/r)=(P'-P/r)/r$ this gives $\boldsymbol\sigma\cdot\mathbf p\,(P\Omega_-/r)=i(P'-P/r)\Omega_+/r$ and $\boldsymbol\sigma\cdot\mathbf p\,(iQ\Omega_+/r)=-(Q'+Q/r)\Omega_-/r$. On $(P,Q)$, with measure $dr$,

$$h_r=\begin{pmatrix}1-g/r&-\partial_r-1/r\\ \partial_r-1/r&-1-g/r\end{pmatrix},\tag{23}$$

and $h_r(P,Q)=E(P,Q)$ reads

$$P'=\frac Pr+\Big(E+1+\frac gr\Big)Q,\qquad Q'=-\frac Qr-\Big(E-1+\frac gr\Big)P.\tag{24}$$

Insert $(P,Q)=(A,B)\,r^\gamma e^{-gr}$. The terms in $1/r$ give $(\gamma-1)A=gB$ and $(\gamma+1)B=-gA$, whose product yields $\gamma^2=1-g^2$. The solution $r^{+\gamma}$ is the admitted one at the origin. For $\gamma\ge\frac12$ the other is not normalizable, for $0<\gamma<\frac12$ the choice is a condition imposed on $h$, and for $g>1$, where $\gamma$ is imaginary, both solutions are normalizable and oscillate at the origin, neither is singled out, and the boundary condition has to be supplied from outside the point model, for instance by the finite size of the nucleus. The constant terms give $-gA=(E+1)B$ and $gB=(E-1)A$. The second, compared with $gB=(\gamma-1)A$, gives $E=\gamma$, and the first is then $g^2=(1+\gamma)(1-\gamma)$, which holds. Also $B^2/A^2=(1-\gamma)^2/g^2=(1-\gamma)/(1+\gamma)$. With $u\propto r^\gamma e^{-gr}$ normalized,

$$\varphi_{1s}=(a\,u,\,-b\,u),\qquad a^2=\tfrac12(1+\gamma),\qquad b^2=\tfrac12(1-\gamma),\qquad \varepsilon_{1s}=\gamma .\tag{25}$$

Since $\gamma>0$, this level never crosses zero for $g<1$.

The spectrum was obtained by diagonalizing (23) in 200 Laguerre functions $r^\gamma e^{-\lambda r}L_n^{(2\gamma)}(2\lambda r)$ per component, $\lambda=0.07297$. It gives $\varepsilon_{1s}=0.999893491619$, equal to $\gamma$, and $\varepsilon_{2s}=0.999973372550$, equal in the printed digits to the Sommerfeld formula, which serves here only as a comparison. With $mc^2=510998.951$ eV the binding energies are $1.06508\times10^{-4}$, or $54.426$ eV, and $2.66274\times10^{-5}$, or $13.607$ eV. These digits belong to the infinite-mass model, and nuclear recoil would change them by roughly one part in $10^4$. No basis level lies between $-1$ and $\varepsilon_{1s}$, and by the Sommerfeld formula the bound levels of all other channels lie at or above $\varepsilon_{2s}$, so the vacuum contour may cross anywhere in a window of width $1.99989$, including $\mu=0$. The window between $1s$ and $2s$ is only $7.98809\times10^{-5}$ wide, or $40.819$ eV.

The resolvent can be had without any spectrum. Solve $(E-h_r)(P,Q)=(\delta(r-r'),0)$. The first row contains $+Q'$, so $Q$ jumps by $1$ at $r'$, and the second row keeps $P$ continuous. Let $(P_0,Q_0)$ solve (24) regularly at the origin and $(P_\infty,Q_\infty)$ decay at infinity. The solution is $K(P_0,Q_0)(r)P_\infty(r')$ for $r<r'$ and $K(P_\infty,Q_\infty)(r)P_0(r')$ for $r>r'$, which makes $P$ continuous, and the jump requires $K=1/W$ with $W=P_0Q_\infty-Q_0P_\infty$. $W$ is independent of $r$ because the coefficient matrix of (24) is traceless. For the probe $f=(u,0)$ the regions $r<r'$ and $r>r'$ contribute equally:

$$F(E)=\langle f|(E-h_r)^{-1}|f\rangle=\frac2W\int_0^\infty\! dr\,u\,P_\infty\int_0^r\! dr'\,P_0\,u=\sum_n\frac{w_n}{E-\varepsilon_n},\qquad w_n=|\langle\varphi_n|f\rangle|^2 .\tag{26}$$

Numerical integration of (24) and the basis sum are tested against each other to a relative tolerance of $2\times10^{-8}$. Both give $F(i)=-0.499946754-0.500053235\,i$, and $F=25035.93$ at the midpoint $0.999933432085$ of the $1s$–$2s$ window.

The weights are $w_{1s}=a^2=0.9999467458$, $1.08\times10^{-8}$ for all other positive levels and $w_-=\langle f|P_-|f\rangle=5.32434\times10^{-5}$ for the negative ones, and they add up to 1. By (11), $w_-=-i\langle f|G(0^-)|f\rangle$ is the strength of the backward branch. The imaginary-axis integral (20), evaluated by linear solves with $\mu=0$, gives the same value. Its size follows from (25). With $s=(0,u)$ one has $f=(\varphi_{1s}+b\,s)/a$, and $P_-\varphi_{1s}=0$, so

$$w_-=\frac{1-\gamma}{1+\gamma}\,(1-p),\qquad p=\langle s|P_+|s\rangle\ge0 .\tag{27}$$

The prefactor $5.32570\times10^{-5}$ is an upper bound on $w_-$ and tends to $g^2/4=5.32514\times10^{-5}$ at leading order in $g$. The computed ratio gives $p=1-5.3243377/5.3257027=2.56\times10^{-4}$. First-order mixing of $s$, at energy near $-1$, into upper components at energy near $+1$ gives $p\simeq\frac14\|(-\partial_r-1/r)u\|^2$. For $\gamma\to1$ the function is $(g-2/r)u$, and $\langle1/r\rangle=g$, $\langle1/r^2\rangle=2g^2$ give $p\simeq\frac14(1-4+8)g^2=2.66\times10^{-4}$, 4% above the computed $p$. The excess comes from momenta $k\sim1$, that is from distances $r\sim1$, where the kinetic energy is not small. Neglecting the potential in $P_+$ gives $p\simeq\int_0^\infty dk\,n(k)\,\frac12[1-(1+k^2)^{-1/2}]$, where $n(k)=32g^3k^4/[\pi(k^2+g^2)^4]$ is the momentum distribution of $s$ for $\gamma\to1$. Replacing the factor after $n(k)$ by its small-$k$ form $k^2/4$ returns $\frac54g^2$. At leading order this overestimates the integral by $\frac{32g^3}{\pi}\int_0^\infty\frac{dk}{k^4}\big[\frac{k^2}4-\frac12+\frac12(1+k^2)^{-1/2}\big]=\frac{32g^3}{3\pi}$, which is a fraction $128g/15\pi=4.0\%$ of $\frac54g^2$.

At the midpoint the $1s$ pole dominates: half the window is $3.994047\times10^{-5}$, and $0.9999467458/(3.994047\times10^{-5})=25035.93$. At $E=i$ the $1s$ term is $w_{1s}(-\gamma-i)/(1+\gamma^2)=-0.499973370-0.500026627\,i$. Placing the negative levels at $-1$ adds $w_-(1-i)/2=2.66217\times10^{-5}(1-i)$, and placing the other positive ones at $+1$ adds $-5.4\times10^{-9}(1+i)$. The total is $-0.499946754-0.500053254\,i$. The negative-energy term is thus needed from the fifth decimal on. The real part matches and the imaginary part is $1.9\times10^{-8}$ too low. For a level at $-1-x$, $1/(i+1+x)=\frac12(1-i)+\frac i2x+O(x^2)$, so to first order only the imaginary part feels the depth $x$. By (27) the negative levels enter with the weights of $s$, and $\langle s|h_r|s\rangle=-1-g^2/\gamma\simeq-(1+\bar x)(1-p)+p$ gives $\bar x\simeq g^2+2p=7.3\times10^{-4}$ at leading order. Then $w_-\bar x/2=1.9\times10^{-8}$, the missing amount.

The loop of (17) was evaluated with the differential-equation form of $F$, on a circle $E=E_c+z$, $E_c=1-1.043727\times10^{-4}$, $|z|=2.130054\times10^{-5}$, with 16 points. Since $dE=iz\,d\theta$, the residue $\frac1{2\pi i}\oint F\,dE$ is the angular mean of $Fz$, and the mean of $Fz^2$ is the residue times $\varepsilon_{1s}-E_c$. The results are $0.999946746$, equal to $(1+\gamma)/2$, and a binding of $1.0650838\times10^{-4}$. Moving $\mu$ from $0$ into the $1s$–$2s$ window therefore raises the backward weight of the probe from $5.32\times10^{-5}$ to $0.9999467458+0.0000532434=0.9999999892$. Both choices of $\chi$ share the level, so the new vacuum is the $1s^2$ configuration of neutral helium at zeroth order, with energy $2(\varepsilon_{1s}-1)=-108.85$ eV relative to two electrons at rest. The measured value is roughly $-79$ eV. The repulsion between the electrons is absent from $h$, and in the Furry picture it enters through photon exchange, computed with the propagator (15) on the new contour.

## Computed values

```
A: ring, 4 sites, mass 1, spacing 1; energies in m, times in 1/m
|t| = 1.5, contour offset = 0.5, eta = 0.3
levels depth 0: -2.2361 -1.7321 -1.7321 -1.0000 1.0000 1.7321 1.7321 2.2361
levels depth 1: -2.7989 -2.0000 -1.7968 -1.1569 0.5545 1.3740 1.6972 2.1269
levels depth 3: -4.6178 -2.4303 -2.0000 -1.3605 -0.5586 1.2149 1.6624 2.0898
depth 1 vacuum energy: Fock -7.75256005, sea sum -7.75256005 m
electrons in ground state: depth 1: 4, depth 3: 5
depth 1 G00(t=+1.5) Fock -0.55726353-0.30301416i
depth 1 G00(t=+1.5) contour mu=0 -0.55726353-0.30301416i
depth 1 G00(t=+1.5) retarded -0.63307658-0.15693915i
depth 1 G00(t=-1.5) Fock -0.07581306-0.14607501i
depth 1 G00(t=-1.5) contour mu=0 -0.07581306-0.14607501i
depth 1 G00(t=-1.5) retarded +0.00000000-0.00000000i
depth 1 G00(t=1.5) mu=0.8 (N=5) -0.12247980+0.09325822i
depth 3 G00(t=1.5) mu=-0.8 (N=4) +0.22833226-0.20860896i
depth 3 G00(t=1.5) mu=0 (N=5) -0.01230413+0.00797540i
|phi(0)|^2 of level 5: depth 1 0.58827603, depth 3 0.32375091
largest Fock/contour/sum deviation = 1.5e-14
depth 1 vacuum number per site: +0.111459 -0.070942 -0.008910 -0.031607
B: p = [0.3, -0.4, 1.2] m; poles of 1/(E^2-p^2-1+0.001i): +1.640122-0.000305i, -1.640122+0.000305i m
C: He+, Z = 2, alpha = 0.007297352564, mc^2 = 510998.951 eV
Z alpha = 0.0145947051, gamma = 0.999893491619
basis 200+200, lambda = 0.07297353 mc/hbar
-1 - (highest negative level) = 4.098e-06 mc^2 (basis dependent)
eps_1s: basis 0.999893491619, Sommerfeld 0.999893491619 mc^2
eps_2s: basis 0.999973372550, Sommerfeld 0.999973372550 mc^2
1s binding = 1.06508381e-04 mc^2 = 54.42567 eV
2s binding = 2.66274497e-05 mc^2 = 13.60660 eV
vacuum crossing window (-1, eps_1s) width = 1.9998934916 mc^2
1s-2s window = 7.98809312e-05 mc^2 = 40.81907 eV
zeroth-order 1s^2 energy 2(eps_1s-1) = -108.85134 eV
resolvent at E=i: sum -0.499946754-0.500053235i 1/mc^2
resolvent at E=i: ODE -0.499946754-0.500053235i 1/mc^2
gap midpoint mu = 0.999933432085 mc^2
resolvent at mu: sum 25035.9311, ODE 25035.9311 1/mc^2
t<0 weight: sum 5.3243377e-05, imaginary axis 5.3243377e-05
(Z alpha)^2/4 = 5.3251354e-05, bound (1-gamma)/(1+gamma) = 5.3257027e-05
t>0 weight: 1s 0.9999467458, other positive 1.0813e-08
loop centre 1 - 1.043727e-04, radius 2.130054e-05 mc^2, 16 points
loop residue 0.999946746, (1+gamma)/2 = 0.999946746
loop pole binding = 1.0650838e-04 mc^2
t<0 weight with mu in the 1s-2s gap = 0.9999999892
```
